# Perrin capture of electrons by photoacid generators in a resist

An absorbed extreme-ultraviolet photon releases several slow electrons in a resist film. Each can make an acid by attaching to a photoacid generator (PAG), unless it is lost first, for example by recombination. The process model needs the fraction of electrons used at a given PAG loading. Its simplest form is

$$\varphi = 1-e^{-nV},$$

where $n$ is the number density of PAGs and $V$ is a capture volume. This appendix derives the law, computes $V$ for tunnelling capture, and sizes the departures from it.

Lengths are in nm and energies in eV. Here $\varphi$ counts captures. If a captured electron yields an acid with probability $\eta$, the acid yield per electron is $\eta\varphi$.

## 1. Random PAGs and the saturation law

Consider one trapped electron in a large volume $\Omega$ holding $N=n\Omega$ PAGs. Assume that the PAG positions are independent and uniform, and that a PAG at distance $r$ fails to capture with probability $1-p(r)$, independently of the others. For one PAG, averaging over its position gives the capture probability

$$\frac1\Omega\int p(r)\,d^3r=\frac V\Omega,\qquad V\equiv\int p(r)\,d^3r .$$

All $N$ must fail if the electron is to escape:

$$P_0=\left(1-\frac V\Omega\right)^N=\left(1-\frac{nV}{N}\right)^N .$$

Since $N\ln(1-nV/N)=-nV-(nV)^2/2N-\dots$, the limit $N\to\infty$ at fixed $n$ is $P_0=e^{-nV}$, and $\varphi=1-P_0$ is the stated law. If $p=1$ inside a sphere and 0 outside, $V$ is the volume of that sphere, the Perrin sphere. A gradual $p(r)$ gives the same law with the integrated volume.

At low loading $\varphi\simeq nV$, the mean number of PAGs in reach. At high loading many electrons have several PAGs in reach but can use one, so $\varphi\to1$. The gain from added PAG is

$$\frac{d\varphi}{dn}=Ve^{-nV}.$$

Half of the electrons are used at $n=\ln2/V$ and 90% at $n=\ln10/V$. This saturation is a limit per electron; exhaustion of the PAGs is a separate effect, treated in Section 5.

The law requires one $V$ for all electrons, independent of $n$, uncorrelated PAGs, and little prior consumption.

## 2. The capture volume for tunnelling

Let the electron sit in a trap and tunnel to a PAG through a barrier $E_b$. The wave function decays as $e^{-\kappa r}$ with $\kappa=\sqrt{2m_eE_b}/\hbar$, where $m_e$ is the free-electron mass. The rate follows its square:

$$k(r)=k_0e^{-\beta r},\qquad \beta=\frac{2\sqrt{2m_eE_b}}{\hbar}.$$

The prefactor $k_0$ is extrapolated to $r=0$, and slower algebraic dependence on $r$ is neglected. The electron is also lost at a constant rate $1/\tau$.

**Fixed waiting time.** After a time $t$ without loss, a PAG has captured with probability $1-e^{-k(r)t}$. With $x=\beta r$ and $\Lambda=\ln(k_0t)$,

$$V(t)=\frac{4\pi}{\beta^3}\int_0^\infty x^2\left[1-\exp(-e^{\Lambda-x})\right]dx .$$

Integrate by parts. The boundary terms vanish, and minus the derivative of the bracket is $e^{\Lambda-x}\exp(-e^{\Lambda-x})$. Substituting $w=e^{\Lambda-x}$, so that $x=\Lambda-\ln w$, gives

$$V(t)=\frac{4\pi}{3\beta^3}\int_0^{k_0t}(\Lambda-\ln w)^3e^{-w}\,dw .$$

For $k_0t\gg1$ the upper limit may be taken to infinity. Then $w$ is an exponential random variable. Because $\langle w^s\rangle=\Gamma(1+s)$ and

$$\ln\Gamma(1+s)=-\gamma s+\frac{\pi^2}{12}s^2-\frac{\zeta(3)}3s^3+\dots,$$

the variable $-\ln w$ has mean $\gamma$ (Euler's constant), variance $\pi^2/6$ and third central moment $2\zeta(3)$. With $\ell=\Lambda+\gamma$, expanding the cube about its mean gives

$$V(t)=\frac{4\pi}{3\beta^3}\left[\ell^3+\frac{\pi^2}{2}\ell+2\zeta(3)\right].$$

The reach grows only logarithmically with time.

**Competition with loss.** For a given set of PAGs let $K=\sum_i k(r_i)$. The electron is lost in $dt$ at time $t$, still uncaptured, with probability $(dt/\tau)e^{-t/\tau}e^{-Kt}$. Section 1 gives the average of $e^{-Kt}$ over PAG positions as $e^{-nV(t)}$. Hence

$$\varphi=1-\int_0^\infty\frac{dt}{\tau}\,e^{-t/\tau}e^{-nV(t)}. \tag{1}$$

**The Perrin volume.** Expanding (1) to first order in $n$ gives $\varphi\simeq nV$, where $V$ is the lifetime average of $V(t)$. For one PAG,

$$\int_0^\infty\frac{dt}{\tau}e^{-t/\tau}(1-e^{-kt})=1-\frac1{1+k\tau}=\frac{k\tau}{1+k\tau}.$$

With $L=\ln(k_0\tau)$ this gives

$$V=\int\frac{k\tau}{1+k\tau}\,d^3r=\frac{4\pi}{\beta^3}\int_0^\infty\frac{x^2\,dx}{1+e^{x-L}} .$$

Integrating by parts again leaves $\tfrac13x^3$ weighted by $1/[4\cosh^2((x-L)/2)]$. This weight is symmetric about $L$ and, when extended to $x=-\infty$, has unit area. Its variance is

$$2\int_0^\infty\frac{y^2e^{-y}}{(1+e^{-y})^2}dy
=2\sum_{j\ge1}(-1)^{j+1}j\,\frac{2}{j^3}=4\cdot\frac{\pi^2}{12}=\frac{\pi^2}{3}.$$

The mean of $x^3$ is therefore $L^3+3L(\pi^2/3)$, and

$$V=\frac{4\pi}{3\beta^3}\left(L^3+\pi^2L\right). \tag{2}$$

The extension changes the bracket by about $6e^{-L}$, negligible for $L\gtrsim10$.

## 3. When one volume is enough

Electrons with different lifetimes have different reaches. Since $e^{-nV}$ is convex in $V$, Jensen's inequality gives $\langle e^{-nV(t)}\rangle\ge e^{-nV}$. For uncorrelated PAGs the Perrin law with the lifetime-averaged volume $V$, given by (2) for $L\gtrsim10$, is thus an upper bound on (1).

For large $L$, put $t=s\tau$. The variable $\ln s$ has mean $-\gamma$ and variance $\pi^2/6$. Because $V(t)$ is nearly a cube of $L+\gamma+\ln s$,

$$\frac{V(t)-V}{V}\simeq\frac{3(\ln s+\gamma)}{L},\qquad
\frac{\operatorname{Var}V(t)}{V^2}\simeq\frac{9}{L^2}\frac{\pi^2}{6}=\frac{3\pi^2}{2L^2}.$$

Expanding the exponential about $V$, the linear term averages to zero and the quadratic term gives the leading deficit

$$\left(1-e^{-nV}\right)-\varphi\simeq\frac12n^2e^{-nV}\operatorname{Var}V(t)
\simeq\frac{3\pi^2}{4}\frac{(nV)^2e^{-nV}}{L^2}.$$

At fixed $nV$ the deficit vanishes as $L\to\infty$. In this model the Perrin law is the limit of a large ratio between the tunnelling prefactor and the loss rate.

A capture volume that grows linearly in time behaves differently. With $V(t)=Vt/\tau$, equation (1) gives

$$\varphi=1-\int_0^\infty e^{-s(1+nV)}ds=\frac{nV}{1+nV},$$

the Stern–Volmer form. It has the same initial slope but saturates more slowly.

## 4. A resist at 20 wt% loading

The example is a chemically amplified resist with triphenylsulfonium nonaflate, molar mass $M=562.5$ g/mol. The film density is taken as $\rho=1.2$ g/cm³ at all loadings. For weight fraction $w=0.20$,

$$n=\frac{w\rho N_A}{M}=0.257\ \mathrm{nm^{-3}}.$$

Round model values are $E_b=1$ eV, $k_0=10^{14}$ s⁻¹ and $\tau=1$ ns. They give $\beta=10.246$ nm⁻¹ and $L=\ln10^5=11.513$. Equation (2) becomes

$$V=\frac{4\pi}{3(10.246)^3}\left[(11.513)^3+\pi^2(11.513)\right]=6.385\ \mathrm{nm^3}.$$

A sphere of this volume has radius $a=(3V/4\pi)^{1/3}=1.15$ nm. At 20 wt%, $nV=1.641$ and $\varphi=1-e^{-1.641}=0.806$.

The last column below evaluates (1) numerically, using trapezoidal sums over $\ln(t/\tau)$ and over $r$. The sum over $r$ replaces the closed form for $V(t)$, which fails when $k_0t$ is not large.

| wt% | $nV$ | Perrin $\varphi$ | $\varphi$ from (1) |
|---:|---:|---:|---:|
| 5 | 0.410 | 0.336 | 0.332 |
| 10 | 0.820 | 0.560 | 0.547 |
| 20 | 1.641 | 0.806 | 0.782 |
| 30 | 2.461 | 0.915 | 0.889 |
| 40 | 3.281 | 0.962 | 0.939 |

Half use is reached at 8.4 wt% and 90% use at 28.1 wt%, by the Perrin law. Doubling the loading from 20 to 40 wt% raises $\varphi$ from 0.806 to 0.962. The marginal gain at 20 wt% is $Ve^{-nV}=1.24$ nm³, about a fifth of its low-loading value.

The lifetime spread costs 0.024 in $\varphi$ at 20 wt%. The leading deficit formula gives 0.029, so it is a fair estimate at this $L$. The Stern–Volmer form would give 0.621, much further from (1).

## 5. Depletion during exposure

Let $m$ be the number of electrons per volume released so far, and $n(m)$ the density of unused PAGs. Suppose that the unused PAGs remain randomly distributed. Each electron then consumes a PAG with probability $1-e^{-Vn}$:

$$\frac{dn}{dm}=-\left(1-e^{-Vn}\right).$$

Separate the variables and multiply numerator and denominator by $e^{Vn}$:

$$-m=\int_{n_0}^{n}\frac{e^{Vn'}dn'}{e^{Vn'}-1}
=\frac1V\ln\frac{e^{Vn}-1}{e^{Vn_0}-1}.$$

Solving for $n$,

$$n(m)=\frac1V\ln\left[1+(e^{Vn_0}-1)e^{-Vm}\right],\qquad
\bar\varphi=\frac{n_0-n(m)}{m}. \tag{3}$$

As $m\to0$, $\bar\varphi$ returns to the Perrin value. For $Vn_0\ll1$, $n=n_0e^{-Vm}$. For large $m$ the number of captures tends to $n_0$: now the PAGs, not the electrons, are the limit.

Take a dose of 10 mJ/cm² at 13.5 nm, where the photon energy is 91.84 eV. This is 6.8 photons per nm². With an absorption coefficient of 5 per µm, or 0.005 nm⁻¹, and attenuation through a thin film neglected, 0.0340 photons are absorbed per nm³. Three electrons per photon give $m=0.1019$ nm⁻³. Equation (3) then gives

$$n_0-n(m)=0.0763\ \mathrm{nm^{-3}},\qquad \bar\varphi=\frac{0.0763}{0.1019}=0.749 .$$

Thus 30% of the PAGs are consumed, and the mean utilization falls from 0.806 to 0.749. At three times the dose, (3) gives 0.184 captures per nm³, a mean utilization of about 0.60.

Uncorrelated PAGs fixed in the film do somewhat worse. Suppose that the first electron takes its nearest PAG, at distance $r_1$. No other PAG lies within $r_1$ of that electron. A second electron whose sphere contains the consumed PAG has an alternative only if another PAG lies in its sphere, and part of that sphere may overlap the region known to be empty. If the overlap is $O$, the probability of no alternative is $e^{-n(V-O)}$, larger than the $e^{-nV}$ assumed in (3).

To size this, PAGs were placed at random in a periodic box of side 20 nm, and electrons arrived one after another at random points. Each consumed the nearest unused PAG within $a$. The average over 300 boxes is $\bar\varphi=0.735$, with a standard error of 0.001, against 0.749 from (3).

## 6. Electrons from the same photon

Electrons released together compete for the same PAGs. If $q$ electrons are trapped at the same point, they share one sharp sphere. With $N$ PAGs in it, they make $\min(N,q)$ captures. For a Poisson-distributed $N$ of mean $nV$,

$$\langle\min(N,q)\rangle=\sum_{j=1}^{q}P(N\ge j).$$

The identity holds because $\min(N,q)$ counts the integers $j\le q$ for which $N\ge j$. With $q=3$ and $nV=1.641$,

$$0.806+0.488+0.227=1.521$$

captures per photon, against $3\times0.806=2.418$ for electrons far apart.

Real electrons travel before they are trapped. With a Gaussian displacement of 1.5 nm per coordinate, taken as a rough value, the same simulation for isolated photons gives $2.396\pm0.004$ captures. At the full dose it gives $\bar\varphi=0.729$, compared with 0.735 for unclustered electrons at equal density; each has a standard error of 0.001. Clustering is a small correction at this spread, but a large one for electrons trapped at the same point.

## 7. PAGs that exclude each other

Two PAGs cannot overlap. Let their centres stay at least $d$ apart, and use a sharp sphere $S$ of radius $a>d/2$. The probability that $S$ is empty expands in the one- and two-particle densities:

$$P_0=1-\int_S n\,d^3r+\frac12\iint_S n^2[1+h(r_{12})]\,d^3r_1d^3r_2-\dots$$

At lowest density $h=-1$ for $r_{12}<d$ and zero beyond. Taking the logarithm cancels the uncorrelated part $\frac12n^2V^2$, leaving

$$\ln P_0=-nV-\frac12n^2J+O(n^3),\qquad J=\int_0^d4\pi r^2O(r)\,dr .$$

Here $O(r)=V(1-3r/4a+r^3/16a^3)$ is the overlap of two spheres of radius $a$ displaced by $r$. The three integrals give

$$J=V\,\frac{4\pi d^3}{3}\left[1-\frac{9d}{16a}+\frac{d^3}{32a^3}\right].$$

Exclusion makes an empty sphere less likely, so $\varphi$ rises. Clustering makes $h$ positive beyond the excluded core. At this order it lowers $\varphi$ below the uncorrelated value only if the positive part outweighs the core in the integral of $h$ times the overlap.

For $d=0.8$ nm and 20 wt%, $\frac12n^2J=0.28$ and $\varphi=1-e^{-1.641-0.28}=0.853$. A Monte Carlo calculation with 216 hard spheres in a periodic box, counting random points with no centre within $a$, gives 0.859. The increase over 0.806 exceeds the loss from the lifetime spread.

If PAG centres are also barred from within 0.4 nm of the electron, the volume integral loses its core. Then $V=6.12$ nm³ and, without mutual exclusion, $\varphi=0.792$.

## 8. What limits the prediction

For electrons spread as in Section 6, the largest uncertainty found here is $V$ itself. The table changes one parameter at a time at 20 wt%.

| Change | $V$ (nm³) | Perrin $\varphi$ |
|:---|---:|---:|
| $E_b=0.7$ eV | 10.90 | 0.939 |
| $E_b=1.5$ eV | 3.48 | 0.591 |
| $\tau=0.1$ ns | 3.40 | 0.582 |
| $\tau=10$ ns | 10.80 | 0.938 |

These shifts exceed the corrections found above at 10 mJ/cm² for that spread. Three electrons trapped at the same point would lose more: for the sharp sphere of Section 6 their utilization is $1.521/3=0.507$ instead of 0.806. The prefactor matters too. Since $V$ depends on $k_0$ only through $k_0\tau$, a tenfold change in $k_0$ has the same effect as a tenfold change in $\tau$. The extrapolation to $r=0$ can make the change much larger: if the rate were $10^{13}$ s⁻¹ at a centre distance of 0.8 nm, $k_0$ would be $3.6\times10^{16}$ s⁻¹ and $V$ would be 21 nm³. An absolute prediction of $V$ therefore needs measured parameters. The Perrin curve plotted against $nV$ does not need the value of $V$, but it assumes the same barrier, prefactor and loss rate for all electrons.

Sulfonium PAGs at high loading are a real case for extreme-ultraviolet resists, but the barrier, prefactor and lifetime used here are round values, not measurements of this material. The dose is low compared with many patterning exposures, which makes depletion more important there: by (3), tripling it lowers $\bar\varphi$ to 0.60. Neutralization of acid by base quenchers and acid diffusion act after capture and are outside $\varphi$. A quencher that itself captures electrons, as an onium salt can, competes with the PAG and adds to the loss.

Two further assumptions concern the electron. It is held still while it waits. Its root-mean-square displacement $\sqrt{6D\tau}$ reaches $0.1a$ when the mobility, from $D=\mu k_BT/e$ at 298 K, is about $9\times10^{-7}$ cm²/Vs. A trapped electron much more mobile than this needs a model with motion. The loss rate is also taken as constant. For a relative permittivity of 3, the attraction to the parent ion equals $k_BT$ at 18.7 nm, well beyond the assumed electron spread. Recombination with that ion therefore depends on the starting distance, and a single $\tau$ is a simplification. At the mobility just given, drift to the ion from 2.3 nm, the median starting distance for the spread of Section 6, would take about 100 ns. Tunnelling back to the ion at the same rate $k(r)$ would be faster than $1/\tau$ for only about a tenth of the electrons. For most of these electrons $\tau=1$ ns must therefore represent another, faster loss. If recombination with the parent ion is the main loss, the model needs longer, distance-dependent lifetimes or electron motion. By the convexity argument of Section 3, a spread of loss rates among the electrons makes $\varphi$ saturate more slowly than a single $V$ with the same initial slope.

## 9. Use in a process model

1. Convert loading to $n$ with the actual film density. Obtain $V$ from (2), or fit it together with $\eta$ to acid yields per released electron at several loadings and low dose. The initial slope determines $\eta V$ and the plateau determines $\eta$; low-loading data alone cannot separate them. The true curve is not exactly of Perrin form, so the fitted values are effective ones. With $\eta=1$, a Perrin fit to (1) from 5 to 40 wt% returns $\eta\approx0.97$, and a fit to the hard-sphere case of Section 7 up to 20 wt% returns $\eta\approx1.1$.
2. For low dose use $\varphi=1-e^{-nV}$, evaluated as `-expm1(-n*V)` to keep precision at small $nV$. Equation (1) includes the lifetime spread for uncorrelated PAGs. Mutual exclusion shifts $\varphi$ the other way, and by more in the example of Section 7, so applying (1) alone can make the prediction worse.
3. For finite dose use (3), evaluated as `log1p(expm1(V*n0)*exp(-V*m))/V`. Multiply the consumed density by $\eta$ to obtain acid; this assumes that every capture destroys the PAG, whether or not acid forms. For uncorrelated PAGs fixed in the film, (3) somewhat overestimates the captures in the example of Section 5. Mutual exclusion acts the other way and can reverse the sign of the error.
4. The separate shifts of Sections 3 to 7 act on the same PAGs, so their sum is only an estimate. When several matter, simulate them together.
